\section*{Hartree-Fock level order in N2 and the second-order self-energy}

\section*{Question}

I ran restricted Hartree--Fock on N$_2$ in cc-pVTZ, with the bond length fixed at $2.07$ bohr. The highest occupied level is $1\pi_u$, with $3\sigma_g$ just below it. By Koopmans' theorem the $\pi$ electron should therefore be the easiest to remove. The photoelectron spectrum says otherwise: the first band, at roughly 16 eV, is assigned to $3\sigma_g$, and the next, at roughly 17 eV, to $1\pi_u$.

My first thought was that the frozen orbitals are to blame, so I optimized the two ions separately. The order stayed wrong. I have been told to add a ``second-order self-energy'', but I do not see where its formula comes from, why it should treat the two levels so differently, or whether it really repairs the order. Can someone derive it and put numbers in?

\section*{Answer}

Your separate optimization already contains a clue: it lets the orbitals relax, but each state is still a single determinant. What remains is the change in electron correlation on ionization. The second-order self-energy contains both effects, and its terms can be read off one by one.

I use hartree atomic units, clamped nuclei and no relativity. The ionization energies are vertical: ion and neutral have the same geometry. Until spin is summed, indices label canonical spin orbitals: $i,j$ occupied, $a,b$ virtual, $p,q,r,s,t$ either, and $k$ the occupied orbital being ionized. With $(pq|rs)$ the Coulomb integral between the charge densities $pq$ and $rs$, and real orbitals,
\begin{equation}
\langle pq\|rs\rangle=(pr|qs)-(ps|qr).
\end{equation}

\subsection*{What Koopmans' theorem keeps}

The energy of the neutral determinant $\Phi$ is
\begin{equation}
E_{\rm HF}=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle .
\end{equation}
Remove $k$ and freeze all other orbitals. The lost terms are $h_{kk}$ and the pair terms with $i=k$ or $j=k$. These two sets are equal, which cancels the factor $\tfrac12$, and the term $i=j=k$ is zero. Hence
\begin{equation}
E_{\rm HF}-E_{\rm frozen}(N-1)=h_{kk}+\sum_i\langle ki\|ki\rangle=\varepsilon_k ,
\end{equation}
so the frozen-orbital ionization energy is $I_k=-\varepsilon_k$. For your calculation this gives
\[
\varepsilon(3\sigma_g)=-0.6326,\qquad \varepsilon(1\pi_u)=-0.6130 ,
\]
or ionization energies of 17.21 and 16.68 eV. The $\pi$ level is higher by $0.0196$ hartree. A correction that differs between the levels by more than this, in the right direction, reverses them.

\subsection*{Deriving the self-energy}

Split the Hamiltonian as $H=F+V$, where $F=\sum_p\varepsilon_p a_p^\dagger a_p$ is the Fock operator of the neutral molecule. Since $F_{pr}=h_{pr}+u_{pr}$ with $u_{pr}=\sum_i\langle pi\|ri\rangle$,
\begin{equation}
V=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle a_p^\dagger a_q^\dagger a_s a_r-\sum_{pr}u_{pr}a_p^\dagger a_r .
\end{equation}

Let $\Psi$ be the exact neutral ground state, with energy $E$. For operators $A$ and $B$ that respectively remove and add one electron, define
\begin{equation}
\begin{aligned}
\langle\!\langle A;B\rangle\!\rangle={}&\langle\Psi|A(\omega+E-H)^{-1}B|\Psi\rangle\\
&+\langle\Psi|B(\omega-E+H)^{-1}A|\Psi\rangle .
\end{aligned}
\end{equation}
The Green's function is $G_{pq}=\langle\!\langle a_p;a_q^\dagger\rangle\!\rangle$. Its second term has poles at $\omega=E-E_n(N-1)$, which are minus the ionization energies. That is why we want the poles of $G$.

Replace $A$ by $[A,H]$. In the first term $H$ acting to the left on $\Psi$ gives $E$, leaving $A(H-E)(\omega+E-H)^{-1}B$, and
\[
(H-E)(\omega+E-H)^{-1}=\omega(\omega+E-H)^{-1}-1 .
\]
In the second term $[A,H]\Psi=(E-H)A\Psi$, and
\[
(\omega-E+H)^{-1}(E-H)=\omega(\omega-E+H)^{-1}-1 .
\]
Adding the two terms gives the first identity below; the same steps with $[H,B]$ give the second:
\begin{align}
\omega\langle\!\langle A;B\rangle\!\rangle&=\langle\{A,B\}\rangle+\langle\!\langle[A,H];B\rangle\!\rangle,\\
\omega\langle\!\langle A;B\rangle\!\rangle&=\langle\{A,B\}\rangle+\langle\!\langle A;[H,B]\rangle\!\rangle .
\end{align}

Now $[a_p,H]=\varepsilon_pa_p+X_p$ with $X_p=[a_p,V]$, and the adjoint relation is $[H,a_q^\dagger]=\varepsilon_qa_q^\dagger+X_q^\dagger$. Using the first identity on $G_{pq}$, and then the second on $\langle\!\langle X_p;a_q^\dagger\rangle\!\rangle$, gives
\begin{align}
(\omega-\varepsilon_p)G_{pq}&=\delta_{pq}+\langle\!\langle X_p;a_q^\dagger\rangle\!\rangle,\\
(\omega-\varepsilon_q)\langle\!\langle X_p;a_q^\dagger\rangle\!\rangle&=T_{pq},\\
T_{pq}&=\langle\{X_p,a_q^\dagger\}\rangle+\langle\!\langle X_p;X_q^\dagger\rangle\!\rangle .
\end{align}
With $G^0_{pq}=\delta_{pq}/(\omega-\varepsilon_p)$ this reads $G=G^0+G^0TG^0$. The self-energy is defined by $G^{-1}=(G^0)^{-1}-\Sigma$, so $T=\Sigma+\Sigma G^0\Sigma+\cdots$. If $T$ starts at second order in $V$, then $\Sigma$ and $T$ agree at that order.

To see that it does, evaluate the commutator. From $[a_p,a_t^\dagger a_q^\dagger]=\delta_{pt}a_q^\dagger-\delta_{pq}a_t^\dagger$ and the antisymmetry of the integrals,
\begin{equation}
X_p=\tfrac12\sum_{trs}\langle pt\|rs\rangle a_t^\dagger a_sa_r-\sum_r u_{pr}a_r .
\end{equation}
Moving $a_q^\dagger$ through the three operators gives
\begin{equation}
\langle\{X_p,a_q^\dagger\}\rangle=\sum_{ts}\langle pt\|qs\rangle\langle a_t^\dagger a_s\rangle-u_{pq}.
\end{equation}
For $\Phi$ the density matrix is 1 on occupied orbitals and 0 elsewhere, so the two terms cancel. The first-order change of the wavefunction has no single excitations, because $F_{ai}=0$. It contains double excitations, which a one-electron operator cannot connect to $\Phi$. The density matrix therefore first changes at second order, and this term first contributes at third.

What remains is $\langle\!\langle X_p;X_q^\dagger\rangle\!\rangle$. It already contains two factors of $V$, so $\Psi$ and $H$ inside it may be replaced by $\Phi$ and $F$. In $X_p\Phi$ the orbitals $r,s$ must be occupied. If $t$ is one of them, the two equal contributions add up to $\sum_iu_{pi}a_i\Phi$, which the last term of $X_p$ cancels. With $t=a$ virtual we are left with
\begin{equation}
X_p\Phi=\tfrac12\sum_{ija}\langle pa\|ij\rangle a_a^\dagger a_ja_i\Phi .
\end{equation}
These states have two holes and one particle, and energy $\varepsilon_a-\varepsilon_i-\varepsilon_j$ relative to $\Phi$. In the same way,
\begin{equation}
X_q^\dagger\Phi=\tfrac12\sum_{iab}\langle ab\|qi\rangle a_a^\dagger a_b^\dagger a_i\Phi ,
\end{equation}
with energy $\varepsilon_a+\varepsilon_b-\varepsilon_i$. Each distinct state occurs twice in these sums, so the overlaps leave one factor $\tfrac12$:
\begin{equation}
\begin{aligned}
\Sigma_{pq}(\omega)={}&\tfrac12\sum_{iab}\frac{\langle pi\|ab\rangle\langle ab\|qi\rangle}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}\\
&+\tfrac12\sum_{ija}\frac{\langle pa\|ij\rangle\langle ij\|qa\rangle}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\end{aligned}
\end{equation}

For a closed shell, give $k$ spin up and let the indices now label spatial orbitals. In the first sum, equal spins contribute $\tfrac12[(ka|ib)-(kb|ia)]^2$. If $i$ has spin down, the two ways of assigning spins to $a,b$ together contribute $(ka|ib)^2$. Exchanging the names $a,b$ where needed gives $2(ka|ib)^2-(ka|ib)(kb|ia)$. The second sum works the same way with $i,j$, so
\begin{equation}
\begin{aligned}
\Sigma_{kk}(\omega)={}&\sum_{iab}\frac{(ka|ib)[2(ka|ib)-(kb|ia)]}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}\\
&+\sum_{ija}\frac{(ki|ja)[2(ki|ja)-(kj|ia)]}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\end{aligned}
\end{equation}

\subsection*{What the terms mean}

Ordinary perturbation theory for the two total energies explains the signs. Return to spin orbitals and take $F$ as the unperturbed Hamiltonian for both $\Phi$ and $a_k\Phi$. Through first order the energy difference is Koopmans' $-\varepsilon_k$. At second order the ion can make three kinds of excitation.

\begin{enumerate}
\item A single excitation $i\to a$ with $k$ left empty. Because $F_{ia}=0$, the coupling is $\langle ki\|ka\rangle$ up to a sign. It is nonzero because the field of the missing electron acts on the others. This is orbital relaxation.
\item A double excitation $i,j\to k,a$, which fills the hole. The neutral molecule cannot do this, since $k$ is occupied there. The class is defined in spin orbitals: it includes the terms in which $j$ is the opposite-spin partner of $k$, which in space leave $k$ singly occupied and amount to a spin-recoupled excitation $i\to a$.
\item A double excitation $i,j\to a,b$ not involving $k$. The neutral molecule has the same term, so it cancels in the difference.
\end{enumerate}
The neutral molecule also has double excitations $k,i\to a,b$, which the ion has lost. Therefore
\begin{equation}
\begin{aligned}
E^{(2)}_{N-1}-E^{(2)}_N={}&-\sum_{ia}\frac{|\langle ki\|ka\rangle|^2}{\varepsilon_a-\varepsilon_i}\\
&-\tfrac12\sum_{i,j\ne k}\sum_a\frac{|\langle ka\|ij\rangle|^2}{\varepsilon_k+\varepsilon_a-\varepsilon_i-\varepsilon_j}\\
&-\tfrac12\sum_{iab}\frac{|\langle ki\|ab\rangle|^2}{\varepsilon_k+\varepsilon_i-\varepsilon_a-\varepsilon_b}.
\end{aligned}
\end{equation}
The first line is the part of the two-hole sum in which one hole is $k$; its two orderings cancel the factor $\tfrac12$. The right side is thus $-\Sigma_{kk}(\varepsilon_k)$. Single excitations $i\to k$, which only move the hole, are absent from the list because their coupling is the off-diagonal Fock element $F_{ik}=0$. This includes the other member of the $\pi$ pair, which has the same unperturbed energy as the $\pi$ hole, so no vanishing denominator contributes.

After the spin sum, the relaxation part of $\Sigma_{kk}(\varepsilon_k)$ is
\begin{equation}
R_k=\sum_{ia}\frac{[(kk|ia)-(ki|ka)]^2+(kk|ia)^2}{\varepsilon_a-\varepsilon_i}.
\end{equation}
It is positive, raises the level and lowers the ionization energy. The new pairs do the same for the levels considered here, whose two-hole denominators are positive. The lost pair correlation has negative denominators: it lowers the level and makes ionization more costly.

\subsection*{Numbers for your two levels}

In cc-pVTZ, with $\omega=\varepsilon_k$ and energies in hartree:

\begin{center}
\begin{tabular}{lrr}
 & $3\sigma_g$ & $1\pi_u$\\
relaxation & $+0.0598$ & $+0.0614$\\
new pairs in the ion & $+0.0982$ & $+0.0188$\\
lost pair correlation & $-0.0682$ & $-0.1004$\\
$\Sigma_{kk}(\varepsilon_k)$ & $+0.0898$ & $-0.0202$
\end{tabular}
\end{center}

Relaxation is nearly the same for both levels and slightly favours the wrong order. The other two parts decide the matter. Relative to $1\pi_u$, the new pairs raise $3\sigma_g$ by $0.0982-0.0188=0.0794$, and the lost correlation adds $0.1004-0.0682=0.0322$. Including relaxation, the relative shift is
\[
0.0794+0.0322-0.0016=0.1100 ,
\]
more than five times the Hartree--Fock separation of $0.0196$. Most of the new-pair term for $3\sigma_g$, $0.0696$ of $0.0982$, comes from configurations with holes in $2\sigma_u$ and $1\pi_u$ and the particle in an orbital of $\pi_g$ symmetry. For the $1\pi_u$ hole no such group of configurations, with given holes and given particle symmetry, contributes more than $0.005$.

Your separate optimizations agree in the essential point: relaxation alone does not reverse the order. The match is not quantitative. $R_k$ is a second-order quantity in which up-spin and down-spin orbitals relax independently, so neither its size nor the sign of its small difference between the levels need carry over to a fully optimized determinant. With restricted open-shell determinants I get ionization energies of $0.5851$ for $3\sigma_g$ and $0.5633$ for $1\pi_u$. Both are well below the Koopmans values, but $1\pi_u$ still ionizes first.

The comparison also has a simple weak-coupling limit. For $H_\lambda=F+\lambda V$, the orbital energies in $F$ stay fixed while the second-order shifts scale as $\lambda^2$. At small $\lambda$ the Koopmans order must survive. In this estimate the levels cross when $0.1100\,\lambda^2=0.0196$, or $\lambda\approx0.42$. The physical molecule has $\lambda=1$.

\subsection*{Solving for the ionization energies}

The shift should be evaluated at the corrected level, not at $\varepsilon_k$. Neglecting off-diagonal elements of $\Sigma$, we have $G_{kk}=1/(\omega-\varepsilon_k-\Sigma_{kk})$, with a pole where
\begin{equation}
\omega_k=\varepsilon_k+\Sigma_{kk}(\omega_k),\qquad I_k=-\omega_k .
\end{equation}
In the spin-orbital form, every term of $\Sigma_{kk}$ is a nonnegative number divided by $\omega$ minus a constant. Its slope is therefore nonpositive between poles, and $\omega-\varepsilon_k-\Sigma_{kk}(\omega)$ has slope at least 1. There is at most one root in the interval between the highest two-hole pole and the lowest two-particle pole. The roots used here were bracketed inside that interval.

Expanding the denominator of $G_{kk}$ about the root gives the residue, or pole strength,
\begin{equation}
Z_k=\frac{1}{1-\Sigma'_{kk}(\omega_k)} .
\end{equation}
The same slope gives a quick estimate of the root. If $\Sigma_{kk}$ is nearly linear between $\varepsilon_k$ and $\omega_k$, then $\omega_k-\varepsilon_k\approx\Sigma_{kk}(\varepsilon_k)+\Sigma'_{kk}(\omega_k-\varepsilon_k)$, or $\omega_k\approx\varepsilon_k+Z_k\Sigma_{kk}(\varepsilon_k)$. With $Z=0.886$ for $3\sigma_g$ and $0.917$ for $1\pi_u$,
\begin{align}
\omega(3\sigma_g)&\approx-0.6326+0.886(0.0898)=-0.5530,\\
\omega(1\pi_u)&\approx-0.6130+0.917(-0.0202)=-0.6315 .
\end{align}
The numerical roots are $-0.5535$ and $-0.6315$. The ionization energies are therefore
\begin{equation}
I(3\sigma_g)=15.06\ {\rm eV},\qquad I(1\pi_u)=17.18\ {\rm eV}.
\end{equation}
The $3\sigma_g$ electron now leaves first, as in the spectrum. The next level, $2\sigma_u$, moves from 21.13 to 18.15 eV and stays third.

Neglecting the off-diagonal elements does not create this result. With the full matrix $\Sigma_{pq}$ the roots are $-0.5533$ and $-0.6322$, changes of less than $0.001$ hartree.

\subsection*{How far to trust it}

The polarization functions are not what causes the Hartree--Fock inversion. With just the $s$ and $p$ functions of cc-pVTZ, $1\pi_u$ is already above $3\sigma_g$, by $0.0044$ hartree. The $d$ and $f$ functions together widen the gap to $0.0196$; the widening is due to the $d$ functions, while the $f$ functions narrow it slightly. In cc-pVDZ it is $0.0173$. The second-order roots have the photoelectron order in all three cases.

The order is more secure than the spacing. In cc-pVDZ, second order gives $0.5413$ and $0.6231$ hartree for the two ionization energies. IP-EOM-CCSD, a coupled-cluster method that treats correlation beyond second order, gives $0.5581$ and $0.6228$ in the same basis. The order agrees, but second order puts the $3\sigma_g$ ionization energy $0.017$ hartree lower and so makes the spacing too large relative to that reference. IP-EOM-CCSD is itself approximate, so the close match for $1\pi_u$ is no proof that either value is accurate, and neither calculation includes nuclear motion or reaches the basis-set limit.

The single-level picture also needs $\varepsilon_k$ to stay away from the poles of $\Sigma_{kk}$. Suppose one two-hole configuration has energy $\varepsilon_k$ and coupling $v$ to the hole. Keeping that term alone,
\begin{equation}
\omega-\varepsilon_k=\frac{v^2}{\omega-\varepsilon_k}
\quad\Longrightarrow\quad \omega=\varepsilon_k\pm|v| .
\end{equation}
At either root $\Sigma'_{kk}=-v^2/(\omega-\varepsilon_k)^2=-1$, so $Z=\tfrac12$. The ionization is then shared equally between two states, and asking for ``the'' corrected orbital level no longer makes sense. The pole strengths near 0.9 show that your two levels are far from this situation at this bond length. The result should not be carried over to a strongly stretched bond without a new calculation: there the gap between occupied and virtual levels shrinks, and a second-order expansion about one closed-shell determinant loses its justification.

The numerical check below tests the self-energy formula against sums over determinants and against the exact Green's function of a small model.

\section*{Numbers as computed}
\begin{verbatim}
bond length: 2.07 bohr
cc-pVTZ: 60 orbitals, 7 doubly occupied
cc-pVTZ HF total energy: -108.983904 hartree
cc-pVTZ s,p part, 3sigma_g: eps -0.62975, root -0.52988 hartree
cc-pVTZ s,p part, 1pi_u: eps -0.62532, root -0.64181 hartree
cc-pVDZ, 3sigma_g: eps -0.62642, root -0.54131 hartree
cc-pVDZ, 1pi_u: eps -0.60913, root -0.62306 hartree
cc-pVTZ, 3sigma_g: eps -0.63256, root -0.55350 hartree
cc-pVTZ, 1pi_u: eps -0.61301, root -0.63153 hartree
--- 3sigma_g, cc-pVTZ ---
orbital energy: -0.63256 hartree
Sigma, relaxation: +0.05979 hartree
Sigma, new pairs in ion: +0.09820 hartree
Sigma, lost pair correlation: -0.06815 hartree
Sigma at orbital energy, total: +0.08984 hartree
Dyson root: -0.55350 hartree, pole strength 0.886
matrix Dyson root: -0.55326 hartree
ionization energy, Koopmans: 17.21 eV
ionization energy, second order: 15.06 eV
--- 1pi_u, cc-pVTZ ---
orbital energy: -0.61301 hartree
Sigma, relaxation: +0.06137 hartree
Sigma, new pairs in ion: +0.01880 hartree
Sigma, lost pair correlation: -0.10037 hartree
Sigma at orbital energy, total: -0.02020 hartree
Dyson root: -0.63153 hartree, pole strength 0.917
matrix Dyson root: -0.63217 hartree
ionization energy, Koopmans: 16.68 eV
ionization energy, second order: 17.18 eV
--- 2sigma_u, cc-pVTZ ---
orbital energy: -0.77669 hartree
Sigma, relaxation: +0.04393 hartree
Sigma, new pairs in ion: +0.14710 hartree
Sigma, lost pair correlation: -0.05952 hartree
Sigma at orbital energy, total: +0.13151 hartree
Dyson root: -0.66682 hartree, pole strength 0.850
matrix Dyson root: -0.66844 hartree
ionization energy, Koopmans: 21.13 eV
ionization energy, second order: 18.15 eV
Delta-SCF ionization, cc-pVTZ, 3sigma_g: 0.58505 hartree
Delta-SCF ionization, cc-pVTZ, 1pi_u: 0.56325 hartree
IP-EOM-CCSD, cc-pVDZ, 3sigma_g: 0.55810 hartree
IP-EOM-CCSD, cc-pVDZ, 1pi_u: 0.62279 hartree
IP-EOM-CCSD, cc-pVDZ, 2sigma_u: 0.67820 hartree
largest Koopmans test error: 8.3e-11 hartree
largest determinant-sum error: 5.0e-11 hartree
relative Green's-function error: 1.9e-06
\end{verbatim}
